# Using a 633 nm quarter-wave plate at 532 nm

**Question**

I have a zero-order quarter-wave plate made for 633 nm, and I want to use it in a small ellipsometer with a 532 nm laser. The input is linear, at 45° to the plate axes. An exercise asks for the retardance and the ellipticity angle at 532 nm, neglecting dispersion.

I think the retardance should scale with wavelength, but I am not sure which way. I also tried taking half the retardance as the ellipticity angle. That works at 633 nm, but at 532 nm it gives more than 45°, which cannot be right for an angle defined by minor axis over major axis. What goes wrong, and how far can I trust the answer for a real plate?

**Answer**

Your scaling idea is sound. The trouble with the angle is that the major and minor axes exchange roles when the retardance passes 90°.

**The retardance**

Let $x$ be the fast axis and $y$ the slow axis, with refractive indices $n_f<n_s$. The light is monochromatic and at normal incidence. For now, both components are fully transmitted and reflections inside the plate are ignored. Crossing a thickness $d$ gives a component the phase $2\pi nd/\lambda$, so the slow component lags by

$$\delta=\frac{2\pi(n_s-n_f)d}{\lambda}=\frac{2\pi\,\Delta n\,d}{\lambda}.$$

"Zero-order" means that the retardance at the design wavelength $\lambda_0$ is 90° itself, not 90° plus whole turns. Hence $\Delta n\,d=\lambda_0/4$. "Neglecting dispersion" means that $\Delta n$ is the same at both wavelengths. Substitution gives

$$\delta=\frac{2\pi}{\lambda}\,\frac{\lambda_0}{4}=90^\circ\,\frac{\lambda_0}{\lambda}
=90^\circ\times\frac{633}{532}=107.1^\circ .$$

The path difference in nanometres is unchanged, but it is a larger fraction of a shorter wave.

**The ellipse**

Take unit input amplitude at 45°, so each component has amplitude $1/\sqrt2$. Measure time so that the fast component has zero phase at the exit:

$$E_x=\frac{\cos\omega t}{\sqrt2},\qquad E_y=\frac{\cos(\omega t-\delta)}{\sqrt2}.$$

Now use axes along the diagonals: $u$ at 45°, along the input polarization, and $v$ at 135°. The sum and difference formulas for cosines give

$$u=\frac{E_x+E_y}{\sqrt2}=\frac{\cos\omega t+\cos(\omega t-\delta)}{2}
=\cos\frac{\delta}{2}\,\cos\!\left(\omega t-\frac{\delta}{2}\right),$$

$$v=\frac{E_y-E_x}{\sqrt2}=\frac{\cos(\omega t-\delta)-\cos\omega t}{2}
=\sin\frac{\delta}{2}\,\sin\!\left(\omega t-\frac{\delta}{2}\right).$$

One component is a cosine and the other a sine of the same argument, so

$$\frac{u^2}{\cos^2(\delta/2)}+\frac{v^2}{\sin^2(\delta/2)}=1 .$$

This is an ellipse with its principal axes along the diagonals. With $\delta/2=53.54^\circ$, the semi-axes are 0.594 along $u$ and 0.804 along $v$. The major axis is therefore $v$, perpendicular to the input polarization.

The ellipticity angle $\chi$ is defined by $\tan|\chi|=\text{minor}/\text{major}$. For $90^\circ\le\delta\le180^\circ$,

$$\tan|\chi|=\frac{\cos(\delta/2)}{\sin(\delta/2)}=\tan\!\left(90^\circ-\frac{\delta}{2}\right),$$

and therefore

$$|\chi|=90^\circ-\frac{\delta}{2}=90^\circ-53.54^\circ=36.5^\circ .$$

The axis ratio is 0.739. Your rule $|\chi|=\delta/2$ belongs to $0\le\delta\le90^\circ$, where the minor axis is $v$. The two rules meet at $\delta=90^\circ$, where the light is circular and $|\chi|=45^\circ$.

For the sense of rotation, note that the field turns from $u$ towards $v$, which is also from $x$ towards $y$. An observer facing the source, with $x$ to the right and $y$ up, sees it turn counterclockwise. I count this as $\chi>0$.

A second limit checks the result. At $\lambda=\lambda_0/2$, still with constant $\Delta n$, the plate has $\delta=180^\circ$. Then $u=0$ and $\chi=0$: the output is linear at 135°, as expected of a half-wave plate. Your plate at 532 nm lies between the circular and half-wave cases.

**What a detector sees**

Put a rotating analyzer after the plate. Its transmitted power, as a fraction of the input power, has the extremes

$$P_{\max}=\sin^2\frac{\delta}{2}=0.647,\qquad P_{\min}=\cos^2\frac{\delta}{2}=0.353 .$$

Circular light would give 0.5 at every angle. The analyzer is therefore far from blind to the error.

The light is nevertheless mostly in the wanted circular state. An ellipse with semi-axes $a$ and $b$ is the sum of two opposite circular motions of radii $(a+b)/2$ and $(a-b)/2$. A circular field of radius $r$ has mean square $r^2$, while the linear input has mean square $1/2$. With $a^2+b^2=1$ and $2ab=2\sin(\delta/2)\cos(\delta/2)=\sin\delta$, the wanted fraction is

$$\frac{[(a+b)/2]^2}{1/2}=\frac{1+2ab}{2}=\frac{1+\sin\delta}{2}=0.978 .$$

About 2% of the power is in the opposite circular state. The contrast is so much larger because it depends on the interference of the two circular amplitudes, not on the weaker power alone.

**If the input is not quite at 45°**

For an input angle $\psi$, the components are $E_x=\cos\psi\cos\omega t$ and $E_y=\sin\psi\cos(\omega t-\delta)$. Then

$$E_x\dot E_y-E_y\dot E_x=\omega\cos\psi\sin\psi\,[\sin\omega t\cos(\omega t-\delta)-\cos\omega t\sin(\omega t-\delta)]
=\tfrac{\omega}{2}\sin2\psi\,\sin\delta .$$

This quantity does not depend on the choice of perpendicular axes. In principal axes, with components $a\cos\tau$ and $b\sin\tau$ and $\tau$ advancing at the rate $\omega$, it equals $\omega ab$. Here $b$ carries the sign of rotation. Since $a=\cos\chi$ and $b=\sin\chi$,

$$\sin2\chi=\sin2\psi\,\sin\delta .$$

For the azimuth $\theta$ of the major axis, compare time averages in the two descriptions:

$$\langle E_x^2-E_y^2\rangle=\tfrac12\cos2\psi=\tfrac12(a^2-b^2)\cos2\theta,$$

$$2\langle E_xE_y\rangle=\tfrac12\sin2\psi\cos\delta=\tfrac12(a^2-b^2)\sin2\theta .$$

At $\psi=45^\circ$, $\sin2\psi$ is at its maximum, so a small setting error changes $\chi$ only in second order. An input at 44° gives $\chi=36.40^\circ$ instead of 36.46°. The azimuth is less forgiving: it moves from 135° to 138.4°. For a small error $\epsilon$ the shift is $\epsilon/|\cos\delta|$, and here $|\cos\delta|=0.647-0.353=0.294$, which explains the factor of 3.4.

The formula for $\chi$ also shows an ambiguity: $\delta$ and $180^\circ-\delta$ give the same ellipticity. The azimuth distinguishes them, because $\cos\delta$ changes sign.

**How far to trust 36.5° for a real plate**

Take a single thin quartz plate with rough values $n=1.55$ and $\Delta n=0.0090$. Its thickness is

$$d=\frac{\lambda_0}{4\Delta n}=\frac{633\ \text{nm}}{4\times0.0090}=17.6\ \mu\text{m}.$$

*Dispersion.* The birefringence of quartz is larger at 532 nm than at 633 nm, by roughly 1.6%. This raises $\delta$ to $1.016\times107.09^\circ=108.8^\circ$ and lowers $\chi$ to 35.6°, a change of about −0.9°.

*Reflections between the faces.* For bare faces in air, the power reflectance per face is $R=[(n-1)/(n+1)]^2=4.65\%$. Entry and exit together contribute the amplitude factor $4n/(n+1)^2=1-R$, and each internal round trip contributes $Re^{2i\varphi}$, where $\varphi$ is the single-pass phase. Summing the round trips gives

$$t=\frac{(1-R)e^{i\varphi}}{1-Re^{2i\varphi}} .$$

To first order in $R$, the phase of $t$ is $\varphi+R\sin2\varphi$. With the same $R$ for both components and $\varphi_s-\varphi_f=\delta$, the retardance changes by

$$R(\sin2\varphi_s-\sin2\varphi_f)=2R\cos(\varphi_s+\varphi_f)\sin\delta .$$

Its largest size is $2R|\sin\delta|=2\times0.0465\times0.956=0.089$ rad, or 5.1°. The full expression gives 5.2°. Including the unequal transmitted amplitudes, $\chi$ can lie anywhere from 33.9° to 39.0°. The azimuth moves more. To first order $|t|\propto1+R\cos2\varphi$, so the amplitude ratio of the two components changes by up to the same 0.089. This acts like an input-angle error of $0.089/2$ rad, or 2.5°, and the factor 3.4 found above turns it into about 9°: the major axis can lie anywhere from about 126° to 144°. Where it lies depends on the optical thickness to a fraction of a wave, which the rough index does not fix. Thus for a bare thin plate this effect can exceed dispersion. If coatings reduce $R$ to 0.5%, the same model gives 36.2° to 36.7°. A coating made for 633 nm may reflect more than that at 532 nm.

*Manufacture.* An error of 1/300 wave at 633 nm is 1.2°. It becomes 1.4° at 532 nm and changes $\chi$ by ±0.7°.

*Temperature and tilt.* With a rough relative coefficient of −0.0001 per kelvin, warming by 10 K changes $\delta$ by −0.11°. For a tilt $i$, the wave-vector component along the faces is $s=\sin i$ in vacuum units. The optic axis of quartz is the slow axis. Tilting in the plane across it gives the normal-component difference

$$\sqrt{n_s^2-s^2}-\sqrt{n_f^2-s^2}\approx\Delta n\left(1+\frac{s^2}{2n^2}\right).$$

Tilting in the plane containing it gives

$$(n_s-n_f)\sqrt{1-s^2/n_f^2}\approx\Delta n\left(1-\frac{s^2}{2n^2}\right).$$

At 3° these change $\delta$ by +0.06° and −0.06°. The corresponding changes of $\chi$ are half as large and opposite in sign.

These temperature and tilt figures leave out reflections between the faces. In a bare plate, warming or tilting also shifts $\varphi_s+\varphi_f$, and so moves the reflection effect within its range. A tilt lowers each normal component by about $s^2/(2n)$, so the sum of the phases falls by about $2\pi d s^2/(n\lambda)=0.37$ rad at 3°. By the first-order formula above, this can change $\delta$ by up to $0.089\times0.37=0.033$ rad, or 1.9°, far more than the 0.06° from the birefringence alone. Warming acts in the same way. The sum of the phases is about 645 rad, and the optical thickness of quartz grows by roughly $10^{-5}$ per kelvin, so 10 K shifts the sum by about 0.06 rad and $\delta$ by up to about ±0.3°. That is larger than the −0.11° above and can reverse its sign.

*Optical activity.* Quartz also rotates polarization. I took a rough 10° per mm across the optic axis, or 0.18° in this plate, and let it act together with the linear birefringence. The ellipticity changes by 0.001° and the azimuth by 0.3°. The value 10° per mm is on the low side at 532 nm: the rotation along the axis is about 27° per mm there and roughly half that across it. With 12° to 15° per mm the azimuth moves by about 0.4° and the ellipticity still by less than 0.002°.

A zero-order plate can instead consist of two thicker quartz plates with crossed axes. Their retardances subtract, so $d$ above becomes the thickness difference. The wavelength scaling and the dispersion correction carry over, but the estimates for reflections, tilt and optical activity do not.

So the answer to the exercise is $\delta\approx107^\circ$ and $\chi\approx36.5^\circ$. For the ellipsometer, measure the retardance of your own plate at 532 nm: dispersion alone moves the ellipticity by almost a degree, and the reflections and manufacturing error depend on the individual plate. The numerical output below lists most of the values used here; the effect of tilt on the reflections was estimated by hand above.

## Numbers as computed

```
design wavelength: 633 nm
wavelength of use: 532 nm
wavelength ratio: 1.18985
rough index: 1.55
rough birefringence: 0.0090
plate thickness: 17.58 um
retardance at use: 107.09 deg = 1.8690 rad
half the retardance: 53.54 deg
major semi-axis (input amplitude 1): 0.8043
minor semi-axis (input amplitude 1): 0.5942
axis ratio minor/major: 0.7388
ellipticity angle, formula: 36.46 deg
ellipticity angle, traced field: 36.46 deg
major-axis azimuth, traced field: 135.0 deg
sin(retardance): 0.9559
analyzer maximum, fraction of power: 0.6469
analyzer minimum, fraction of power: 0.3531
power in wanted circular state: 0.9779
rough dispersion rise: 1.6 %
retardance with dispersion: 108.80 deg
ellipticity with dispersion: 35.60 deg
ellipticity change, dispersion: -0.86 deg
bare face reflectance: 4.65 %
bare: largest retardance change: 5.16 deg
bare: ellipticity range: 33.94 to 39.04 deg
coated face reflectance: 0.50 %
coated: largest retardance change: 0.55 deg
coated: ellipticity range: 36.18 to 36.73 deg
plate tolerance at 633 nm: 1.20 deg
plate tolerance at 532 nm: 1.43 deg
ellipticity change, tolerance: +/-0.71 deg
temperature coefficient: -0.0001 per K
temperature change: 10 K
retardance change, temperature: -0.11 deg
tilt: 3 deg
retardance change, tilt plane across optic axis: 0.061 deg
retardance change, tilt plane along optic axis: -0.061 deg
ellipticity for input at 44 deg: 36.40 deg
azimuth for input at 44 deg: 138.39 deg
rough optical rotation: 10 deg/mm
optical rotation in plate: 0.18 deg
ellipticity change, optical activity: 0.001 deg
azimuth change, optical activity: 0.31 deg
```
